Static coupled-perturbed Kohn-Sham equations and the screening of polarizabilities

**Result**

In a static field, the orbitals of a Kohn-Sham molecule respond both to the field and to the change they cause in their own potential. Including the second effect replaces the diagonal matrix Δ of orbital energy gaps in the polarizability by the matrix Δ + 4K, where K holds the matrix elements of the Hartree and exchange-correlation kernels. With one occupied and one virtual orbital,

α = α₀ / (1 + 4K/Δ),

where α₀ is the sum-over-orbitals value, obtained with the potential frozen. Screening reduces the polarizability if K > 0. This is a condition, not an identity: the Hartree part of K is positive, but the exchange-correlation part can be negative.

**Setting and assumptions**

Hartree atomic units are used. The nuclei are fixed, and the molecule has a closed shell with real, doubly occupied orbitals. Indices i, j denote occupied orbitals and a, b virtual ones. At zero field

h₀ φ_p = ε_p φ_p,  h₀ = −½∇² + v_nuc + v_H[n] + v_xc[n],

n(r) = 2 Σ_i φ_i(r)².

The exchange-correlation potential v_xc = δE_xc/δn is a local or semilocal functional of the density. Functionals containing exact exchange are excluded, because their potential depends on the orbitals through more than n.

A field F along z acts on an electron, of charge −1, through the potential energy +Fz. The electronic dipole is −∫ z n dr, and α is its derivative with respect to F at F = 0. The nuclear dipole is constant and does not contribute.

For each occupied-virtual pair define

Δ_ai = ε_a − ε_i,  z_ai = ∫ φ_a z φ_i dr,

K_ai,bj = ∫∫ φ_a(r)φ_i(r) f(r,r′) φ_b(r′)φ_j(r′) dr dr′,

f(r,r′) = 1/|r−r′| + f_xc(r,r′),  f_xc(r,r′) = δv_xc(r)/δn(r′).

As f_xc is a second derivative of E_xc, K is symmetric. Treat z as a vector over pairs, Δ as a diagonal matrix, and write

M = Δ + 4K.

Two further assumptions are needed: all gaps Δ_ai are positive, and M is positive definite. Lemma 3 shows that the second means stability of the ground state against real rotations of the doubly occupied orbitals.

**Theorem**

(a) The first-order orbital coefficients U obey the coupled-perturbed Kohn-Sham equations

(Δ + 4K) U = −z,

and the polarizability is

α = 4 zᵀ(Δ + 4K)⁻¹ z.

(b) If the Hartree and exchange-correlation potentials are frozen at their zero-field values, the polarizability is

α₀ = 4 Σ_ai z_ai²/Δ_ai.

(c) For one pair with z ≠ 0, α = α₀/(1 + 4K/Δ), and α < α₀ if and only if K > 0.

(d) For any number of pairs,

16 UᵀKU ≤ α₀ − α ≤ 16 U₀ᵀKU₀,  U₀ = −Δ⁻¹z.

In particular, α ≤ α₀ whenever K is positive semidefinite.

Here α₀ and α use the same zero-field orbitals and gaps. The comparison isolates the response of the potential.

**Lemma 1: the first-order density**

The density changes at first order by F n′, with

n′(r) = 4 Σ_ai U_ai φ_a(r)φ_i(r).

Proof. Choose orthonormal orbitals that span the occupied space in the field and vary smoothly with F. Write the derivative of the i-th one at F = 0 as

φ_i′ = Σ_a U_ai φ_a + Σ_j W_ji φ_j.

Differentiating the condition that the overlap of orbitals i and j is constant gives

W_ji + W_ij = 0.

Differentiating n = 2 Σ_i φ_i² gives n′ = 4 Σ_i φ_i φ_i′, or

n′ = 4 Σ_ai U_ai φ_aφ_i + 4 Σ_ij W_ji φ_jφ_i.

In the last sum an antisymmetric W multiplies a symmetric product, so the sum vanishes. ∎

One factor of 2 is the double occupation, and the other comes from differentiating a square. Mixing occupied orbitals among themselves has no effect on the density, so no equation for W is needed.

**Lemma 2: the first-order potential**

The Kohn-Sham Hamiltonian changes at first order by F h′, with

h′(r) = z + ∫ f(r,r′) n′(r′) dr′,

and its occupied-virtual elements are

⟨a|h′|i⟩ = z_ai + 4 Σ_bj K_ai,bj U_bj.

Proof. The Hartree potential ∫ n(r′)/|r−r′| dr′ is linear in n, so its derivative is the same integral with n′ in place of n. The derivative of v_xc is ∫ f_xc(r,r′) n′(r′) dr′ by the definition of the functional derivative. The nuclear potential and the kinetic operator do not change, while Fz contributes z. Inserting n′ from Lemma 1 and integrating with φ_aφ_i gives the second formula. ∎

In the local density approximation, LDA, v_xc at a point depends on n at that point, hence

f_xc(r,r′) = δ(r−r′) dv_xc/dn.

Its exchange part is negative. The exchange energy density −(3/4)(3/π)^(1/3) n^(4/3) has the derivative v_x = −(3n/π)^(1/3), and therefore

dv_x/dn = −(1/3)(3/π)^(1/3) n^(−2/3) < 0.

Adding electrons at a point makes the exchange potential there more attractive, which opposes the Hartree repulsion.

**Proof of (a) and (b)**

The smooth occupied orbitals of Lemma 1 need not be eigenfunctions in the field. Since they span an invariant space of the Hamiltonian h, they satisfy

h φ_i = Σ_j φ_j λ_ji,

with λ_ji = ε_i δ_ji at F = 0. This form also covers degenerate occupied orbitals. Its derivative at F = 0 is

h₀ φ_i′ + h′ φ_i = ε_i φ_i′ + Σ_j φ_j λ_ji′.

Project on φ_a. The first term gives ε_a U_ai, because h₀ is Hermitian and φ_a is its eigenfunction. The last sum vanishes, because φ_a is orthogonal to every φ_j. What remains is

(ε_a − ε_i) U_ai + ⟨a|h′|i⟩ = 0.

Lemma 2 turns this into

Δ_ai U_ai + 4 Σ_bj K_ai,bj U_bj = −z_ai,

which is MU = −z. Since M is positive definite, the solution U = −M⁻¹z exists and is unique. The derivative of the dipole is

α = −∫ z n′ dr = −4 Σ_ai z_ai U_ai = 4 zᵀM⁻¹z.

If the potentials are frozen, h′ = z. The same steps with K = 0 give U₀ = −Δ⁻¹z and α₀ = 4 zᵀΔ⁻¹z. ∎

**Lemma 3: energy and stability**

Rotate the occupied orbitals by small real amplitudes t_ai. Through second order in t and F together, the electronic energy is

E = E₀ + F∫ z n dr + 4F zᵀt + 2 tᵀMt,

with n the zero-field density.

Proof. Through second order, the rotated orbitals

φ_i + Σ_a t_ai φ_a − ½ Σ_j (tᵀt)_ji φ_j,  (tᵀt)_ji = Σ_a t_aj t_ai,

are orthonormal: the virtual parts add (tᵀt)_ij to the overlap, and the two last terms remove the same amount.

The energy change has two parts. The first is the expectation value of h₀ in the change of the occupied space. Its linear part vanishes, since h₀ does not connect φ_a with φ_i. Its quadratic part, with double occupation, is

2 Σ_ai t_ai² ε_a − 2 Σ_ai t_ai² ε_i = 2 tᵀΔt.

The second part is the curvature of the Hartree and exchange-correlation energies. With the first-order density 4 Σ t_ai φ_aφ_i it is

½ · 4 · 4 tᵀKt = 8 tᵀKt.

Together these make 2 tᵀ(Δ + 4K)t. The field adds F∫ z n dr and, from the first-order density, 4F zᵀt. Terms such as F t² are of third order. ∎

At F = 0 the ground state is a strict minimum at this order precisely when M is positive definite. With the field on, setting the derivative with respect to t to zero gives

4Fz + 4Mt = 0,  t = −F M⁻¹z = FU,

the coupled-perturbed equation again. At this point the last two terms of E become

−4F² zᵀM⁻¹z + 2F² zᵀM⁻¹z = −2F² zᵀM⁻¹z = −½ αF².

The energy and the dipole thus give the same α, which confirms the factors of 4.

**Proof of (c), and how screening acts**

For one pair, z, Δ, K and M are numbers, and

α = 4z²/(Δ + 4K) = (4z²/Δ)/(1 + 4K/Δ) = α₀/(1 + 4K/Δ).

Both denominators Δ and Δ + 4K are positive, so α < α₀ holds exactly when Δ + 4K > Δ, that is, when K > 0. ∎

The mechanism appears in the element of h′. Using U = −z/(Δ + 4K),

z_eff = z + 4KU = z [1 − 4K/(Δ + 4K)] = z Δ/(Δ + 4K).

Thus α/α₀ = z_eff/z. The electrons respond with their bare gap to the perturbation z_eff, which is weaker than z when K > 0 and stronger when −Δ/4 < K < 0. Equivalently, they respond to the full perturbation with the gap Δ + 4K, which is stiffer than Δ when K > 0 and softer when K < 0.

Three regimes follow:

- For K much larger than Δ, α tends to z²/K. The cost of displacing charge then comes from the interaction rather than from the gap. Stretched H₂ in the STO-3G basis with LDA reaches this regime (at 5 bohr, 4K/Δ = 25 and α = 26.8 bohr³ against z²/K = 27.8 bohr³), but at 3.5 bohr and beyond its closed-shell state is unstable against spin polarization, which M does not test, so α there belongs to the closed-shell state and not to the lowest one.
- For −Δ/4 < K < 0 the induced potential assists the field, and α > α₀. As K approaches −Δ/4, α diverges.
- For K < −Δ/4 the assumed ground state is unstable by Lemma 3, and the formula no longer describes a ground-state polarizability.

**Lemma 4: the Hartree part is positive semidefinite**

Let K = K_H + K_xc, following the two terms of f. Then xᵀK_H x ≥ 0 for every real vector x.

Proof. Define ρ = Σ_ai x_ai φ_aφ_i and let V be its electrostatic potential, so that ∇²V = −4πρ. Then

xᵀK_H x = ∫ ρV dr = −(1/4π) ∫ V∇²V dr = (1/4π) ∫ |∇V|² dr ≥ 0.

The last equality is an integration by parts. The surface term vanishes: φ_a and φ_i are orthogonal, so ρ has no net charge, V falls at least as r⁻² and ∇V as r⁻³, while the surface grows as r². ∎

The integral is zero only if ρ vanishes everywhere. For a single pair whose product φ_aφ_i is not identically zero, K_H is therefore strictly positive. If z = 0, as for H₂ in a minimal basis with the field across the bond, α and α₀ both vanish. If z ≠ 0, Hartree screening alone always reduces the two-orbital polarizability. The full kernel does so as long as K_xc > −K_H.

**Proof of (d)**

For a positive definite matrix A and any real vector x, completing the square gives

2zᵀx − xᵀAx = zᵀA⁻¹z − (x − A⁻¹z)ᵀA(x − A⁻¹z) ≤ zᵀA⁻¹z.

First take A = Δ and x = M⁻¹z = −U. Because Δ = M − 4K,

zᵀΔ⁻¹z ≥ 2zᵀx − xᵀMx + 4xᵀKx = zᵀM⁻¹z + 4UᵀKU.

The last step uses Mx = z, which makes 2zᵀx − xᵀMx equal to zᵀM⁻¹z. Multiplication by 4 gives α₀ ≥ α + 16 UᵀKU.

Next take A = M and x = Δ⁻¹z = −U₀. Because M = Δ + 4K and Δx = z,

zᵀM⁻¹z ≥ 2zᵀx − xᵀΔx − 4xᵀKx = zᵀΔ⁻¹z − 4U₀ᵀKU₀.

Multiplication by 4 gives α₀ − α ≤ 16 U₀ᵀKU₀. If K is positive semidefinite, the lower bound is nonnegative, and α ≤ α₀. ∎

By Lemma 1, 16 UᵀKU = ∫∫ n′ f n′ dr dr′. For screening to reduce α, it is enough that this quantity is positive for the density the field actually induces. K may have negative eigenvalues in other directions.

**Example: H₂ as a two-orbital molecule**

H₂ in the STO-3G basis has one function on each atom, hence one occupied orbital σg and one virtual orbital σu. The two-orbital formula then holds without further truncation. The bond length is 1.40 bohr, the field lies along the bond, and the functional is LDA with Slater exchange and VWN5 correlation. The calculation gives

Δ = 0.40042 − (−0.34726) = 0.74768 hartree,

z = 0.93102 bohr,

K_H = 0.18126 hartree,  K_xc = −0.06969 hartree,

K = 0.18126 − 0.06969 = 0.11157 hartree.

The sign of z depends on the arbitrary signs of the orbitals and is chosen positive. With 4z² = 3.4672 bohr², the frozen-potential value is

α₀ = 3.4672/0.74768 = 4.637 bohr³ = 0.687 Å³.

The stiffened gap is Δ + 4K = 0.74768 + 0.44628 = 1.19396 hartree, so

α = 3.4672/1.19396 = 2.904 bohr³ = 0.430 Å³.

The ratio is 1/1.597 = 0.626: screening lowers the polarizability by 37% of α₀. With the Hartree kernel alone, and the same orbitals, the result would be

α_H = 3.4672/(0.74768 + 0.72504) = 2.354 bohr³.

The exchange-correlation kernel thus returns part of what Hartree screening removes.

The induced potentials show the same competition. The response coefficient is U = −0.93102/1.19396 = −0.7798 in atomic units, and

4K_H U = −0.5654 bohr,  4K_xc U = +0.2174 bohr,

z_eff = 0.9310 − 0.5654 + 0.2174 = 0.5830 bohr.

The Hartree term opposes the field, the exchange-correlation term supports it, and z_eff/z is again 0.626.

The numerical check tests these results without using the response formula: self-consistent calculations in small fields ±F reproduce α from the dipole and from the energy, and diagonalization in a frozen potential reproduces α₀.

**Remark: solving by iteration**

The coupled-perturbed equations can be solved by repeated substitution,

U_new = −Δ⁻¹(z + 4K U_old),

starting from U = 0. The first pass gives U₀, hence α₀. For two orbitals, each pass multiplies the error in U by −4K/Δ, so the iteration converges only if |4K/Δ| < 1. In the example this number is 0.597. With the Hartree kernel alone it is 0.725/0.748 = 0.97, and undamped iteration would converge very slowly. A failure of this iteration does not by itself signal an unstable ground state: for 4K/Δ > 1 the iteration diverges although M is positive.

**Remark: a case where α exceeds α₀**

Multiply the exchange-correlation functional in the same calculation by 3.1213. This is a mathematical probe of the condition K > 0, not a physical functional. Symmetry fixes both orbitals in this basis, so the density, z and K_H stay the same, while K_xc is multiplied by the factor. The gap becomes 0.73186 hartree and K becomes −0.03625 hartree. Then

Δ + 4K = 0.73186 − 0.14500 = 0.58686 hartree,

α/α₀ = 0.73186/0.58686 = 1.247.

Since Δ + 4K > 0, the state is still stable in the sense of Lemma 3, against real rotations of the doubly occupied orbital (rotations that polarize the spin are not examined here), but α = 5.908 bohr³ exceeds α₀ = 4.738 bohr³. The finite-field calculation agrees. A statement that screening must reduce α for every functional would therefore be false.

**Remark: more orbitals**

The minimal basis is useful as a model but poor as a description of H₂. With the same geometry and functional, the aug-cc-pVDZ basis gives α₀ = 10.03 bohr³ and α = 7.33 bohr³ along the bond. The two-orbital value of 2.90 bohr³ is only 40% of the latter. The reduction by screening survives, with a ratio of 0.73. These values are not yet converged in the basis: aug-cc-pVQZ gives α₀ = 9.81 bohr³ and α = 7.17 bohr³, about 2% lower, with the same ratio of 0.73.

Water in the 6-31G basis tests the matrix equation with five occupied orbitals. The oxygen nucleus is at the origin, the hydrogen nuclei are at (0, ±1.43, 1.11) bohr, and the field lies along the symmetry axis. The results are α₀ = 6.79 bohr³ and α = 4.92 bohr³, again in agreement with finite-field calculations. This basis has no diffuse or polarization functions and misses about half of the response: aug-cc-pVDZ gives α₀ = 13.60 bohr³ and α = 9.74 bohr³, while the ratio moves only from 0.73 to 0.72.

In both cases K has a negative eigenvalue: the lowest is −0.0210 hartree for H₂ and −0.0037 hartree for water. By Lemma 4, these can come only from K_xc. Their size depends strongly on the basis: the lowest eigenvalue is −0.060 hartree for H₂ in aug-cc-pVQZ and −0.012 hartree for water in aug-cc-pVDZ. The semidefinite condition in (d) fails here, yet α < α₀. The upper bound in (d) tells us something about the density driven by the bare field. For water,

U₀ᵀKU₀ ≥ (6.789 − 4.923)/16 = 0.117 in atomic units,

which is positive. The negative directions of K therefore do not dominate that response.

All these values are LDA results in finite basis sets at fixed nuclei. They contain the errors of the functional and of the finite basis, and they leave out the motion of the nuclei, so they are neither exact nor experimental polarizabilities.

Computed results

```
H2, STO-3G, LDA (Slater exchange, VWN correlation)
bond length                        1.40 bohr
field step                         0.0010 a.u.
occupied orbital energy            -0.34726 hartree
virtual orbital energy             0.40042 hartree
gap                                0.74768 hartree
dipole element z                   0.93102 bohr
Hartree kernel element K_H         0.18126 hartree
xc kernel element K_xc             -0.06969 hartree
total kernel element K             0.11157 hartree
gap + 4K                           1.19396 hartree
screening factor 1 + 4K/gap        1.59689
response coefficient U             -0.77977 a.u.
alpha0, sum over orbitals          4.6373 bohr^3
alpha0, frozen-potential field     4.6373 bohr^3
alpha, Hartree kernel only         2.3543 bohr^3
alpha, Hartree-only iteration      2.3543 bohr^3
alpha, full kernel                 2.9039 bohr^3
alpha, finite-field dipole         2.9039 bohr^3
alpha, finite-field energy         2.9039 bohr^3
alpha0 converted                   0.6872 angstrom^3
alpha converted                    0.4303 angstrom^3
ratio alpha/alpha0                 0.6262
induced Hartree element per field  -0.56536 bohr
induced xc element per field       0.21736 bohr
effective dipole element           0.58302 bohr
rotation angle step                0.010 rad
energy curvature, rotation         4.7755 hartree
4(gap + 4K)                        4.7759 hartree
Scaled xc functional, same molecule and basis
xc scale factor                    3.1213
gap                                0.73186 hartree
total kernel element K             -0.03625 hartree
alpha0                             4.7375 bohr^3
alpha, full kernel                 5.9082 bohr^3
alpha, finite-field dipole         5.9082 bohr^3
H2 aug-cc-pVDZ, LDA, 17 orbital pairs
alpha0                             10.0264 bohr^3
alpha, full kernel                 7.3343 bohr^3
alpha, finite-field dipole         7.3345 bohr^3
lowest eigenvalue of K_H           0.000169 hartree
lowest eigenvalue of K             -0.020999 hartree
H2O 6-31G, LDA, 40 orbital pairs
alpha0                             6.7891 bohr^3
alpha, full kernel                 4.9225 bohr^3
alpha, finite-field dipole         4.9226 bohr^3
lowest eigenvalue of K_H           0.000000 hartree
lowest eigenvalue of K             -0.003672 hartree
```
